# Choosing integer fragment charges: rounding or bounded enumeration in nanocrystal arrays: a numerical check

```python
"""
Result under test: the integer vector n minimizing
    F(n) = 1/2 n.U.n - v.n
is found by bounded depth-first enumeration; rounding x = U^-1 v can fail.
n: electrons on each metal dot; U: charging-energy matrix (eV);
v: electron energy gain from the gate potential of neutral dots (eV);
x: continuous minimum. Dot charge is Q = -n in units of e.
The dots lie between a grounded plane z=0 and a gate plane z=gate_z.
Lengths are in nm and potentials in V. U and v are found by placing point
sources inside each dot and making its surface an equipotential.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import lu_factor, lu_solve

EPS_R = 3.9
COULOMB = const.e / (4 * np.pi * const.epsilon_0 * EPS_R) * 1e9  # V nm / e


def directions(count, turn=0.0):
    """Nearly uniform unit vectors on a sphere."""
    i = np.arange(count)
    z = 1 - (2 * i + 1) / count
    angle = np.pi * (3 - np.sqrt(5)) * i + turn
    rho = np.sqrt(1 - z * z)
    return np.column_stack((rho * np.cos(angle), rho * np.sin(angle), z))


def green(field, source, gate_z, images=20):
    """Inverse-distance kernel with images in two grounded planes."""
    lateral = ((field[:, None, 0] - source[None, :, 0]) ** 2
               + (field[:, None, 1] - source[None, :, 1]) ** 2)
    minus = field[:, None, 2] - source[None, :, 2]
    plus = field[:, None, 2] + source[None, :, 2]
    total = np.zeros_like(lateral)
    for m in range(-images, images + 1):
        shift = 2 * m * gate_z
        total += 1 / np.sqrt(lateral + (minus - shift) ** 2)
        total -= 1 / np.sqrt(lateral + (plus - shift) ** 2)
    return total


def solve_conductors(centres, radii, gate_z, count=100):
    """Return inverse capacitance, gate lever arms and source solution."""
    unit = directions(count)
    surface = np.vstack([c + r * unit for c, r in zip(centres, radii)])
    source = np.vstack([c + 0.6 * r * unit for c, r in zip(centres, radii)])
    member = np.kron(np.eye(len(radii)), np.ones((count, 1)))
    matrix = COULOMB * green(surface, source, gate_z)
    factor = lu_factor(matrix)
    response = lu_solve(factor, member)
    capacitance = member.T @ response
    asymmetry = np.max(abs(capacitance - capacitance.T)) / np.max(capacitance)
    inverse = np.linalg.inv((capacitance + capacitance.T) / 2)
    inverse = (inverse + inverse.T) / 2
    gate_response = lu_solve(factor, surface[:, 2] / gate_z)
    lever = inverse @ (member.T @ gate_response)
    return dict(U=inverse, lever=lever, surface=surface, source=source,
                member=member, matrix=matrix, factor=factor,
                response=response, gate_response=gate_response,
                asymmetry=asymmetry, unit=unit)


def enumerate_states(U, x, window=0.0):
    """All states within window of the minimum, search nodes, first state."""
    R = np.linalg.cholesky(U).T
    n = np.zeros(len(x), dtype=int)
    found = []
    best = np.inf
    nodes = 0

    def descend(k, cost):
        nonlocal best, nodes
        if k < 0:
            found.append((cost, tuple(int(value) for value in n)))
            best = min(best, cost)
            return
        centre = x[k] - R[k, k + 1:] @ (n[k + 1:] - x[k + 1:]) / R[k, k]
        trial = int(np.rint(centre))
        step = 1 if centre >= trial else -1
        while True:
            new_cost = cost + 0.5 * (R[k, k] * (trial - centre)) ** 2
            if new_cost > best + window + 1e-12:
                break
            nodes += 1
            n[k] = trial
            descend(k - 1, new_cost)
            trial += step
            step = -step - (1 if step > 0 else -1)

    descend(len(x) - 1, 0.0)
    first = found[0]
    kept = sorted(s for s in found if s[0] <= best + window + 1e-12)
    return kept, nodes, first


def excess(U, x, n):
    d = np.asarray(n) - x
    return 0.5 * d @ U @ d


def exhaustive(U, x, ranges):
    grid = np.array(np.meshgrid(*ranges, indexing="ij")).reshape(len(x), -1).T
    d = grid - x
    energy = 0.5 * np.sum((d @ U) * d, axis=1)
    return grid, energy


# A single dot near a plane is compared with its capacitance series.
one_radius, one_height = 2.0, 4.0
one = solve_conductors(np.array([[0., 0., one_height]]),
                       np.array([one_radius]), 1000.0)
a_sp = np.arccosh(one_height / one_radius)
series = np.sinh(a_sp) * np.sum(1 / np.sinh(np.arange(1, 60) * a_sp))
sphere_U = COULOMB / (one_radius * series)
sphere_error = abs(one["U"][0, 0] / sphere_U - 1)
assert sphere_error < 3e-3  # finite number of surface points

# Random coupled systems test both the minimum and the complete window.
rng = np.random.default_rng(7)
for _ in range(30):
    M = rng.normal(size=(4, 4))
    test_U = M @ M.T + 0.5 * np.eye(4)
    test_x = rng.uniform(-2, 2, 4)
    ranges = [np.arange(int(np.rint(c)) - 6, int(np.rint(c)) + 7)
              for c in test_x]
    _, energies = exhaustive(test_U, test_x, ranges)
    states, _, _ = enumerate_states(test_U, test_x, 0.5)
    assert abs(states[0][0] - energies.min()) < 1e-9
    assert len(states) == np.sum(energies <= energies.min() + 0.5)

# Gold-dot array.
tunnel, pitch, gate_z = 2.0, 6.0, 14.0
radii = np.array([2.0, 2.1, 1.9, 1.95, 2.05, 2.0, 2.1, 1.9, 2.05])
centres = np.array([[pitch * (i % 3 - 1), pitch * (i // 3 - 1), tunnel + r]
                    for i, r in enumerate(radii)])
array = solve_conductors(centres, radii, gate_z)
U, lever = array["U"], array["lever"]
assert array["asymmetry"] < 3e-3
assert np.linalg.eigvalsh(U).min() > 0

# Scan voltage and choose a failure with a clear penalty and a clear gap.
voltages = np.arange(5, 121) / 100
scores, penalties = [], []
for voltage in voltages:
    trial_x = np.linalg.solve(U, lever * voltage)
    states, _, _ = enumerate_states(U, trial_x, 0.03)
    penalty = excess(U, trial_x, np.rint(trial_x)) - states[0][0]
    level_gap = states[1][0] - states[0][0] if len(states) > 1 else 0.03
    penalties.append(penalty)
    scores.append(min(penalty, level_gap))
V = voltages[int(np.argmax(scores))]
v = lever * V
x = np.linalg.solve(U, v)
rounded = np.rint(x).astype(int)
best_states, nodes, first = enumerate_states(U, x)
ground_excess = best_states[0][0]
ground = np.array(best_states[0][1])
round_excess = excess(U, x, rounded)
assert round_excess > ground_excess + 1e-3

# The coordinate bound makes an exhaustive comparison finite.
upper = min(round_excess, first[0])
half = np.sqrt(2 * upper * np.diag(np.linalg.inv(U))) + 1e-9
ranges = [np.arange(int(np.ceil(c - h)), int(np.floor(c + h)) + 1)
          for c, h in zip(x, half)]
box_count = int(np.prod([len(r) for r in ranges]))
assert box_count < 3_000_000
grid, energies = exhaustive(U, x, ranges)
assert np.array_equal(grid[np.argmin(energies)], ground)
assert abs(energies.min() - ground_excess) < 1e-10

# Removing the coupling at the same x must restore rounding.
uncoupled, _, _ = enumerate_states(np.diag(np.diag(U)), x)
assert np.array_equal(uncoupled[0][1], rounded)


def energy_parts(n):
    d = np.asarray(n) - x
    self_part = 0.5 * np.sum(np.diag(U) * d * d)
    return self_part, excess(U, x, n) - self_part


round_parts, ground_parts = energy_parts(rounded), energy_parts(ground)

# Potentials off the fitting points, and free energy including the battery.
Q = -ground
phi = U @ Q + v
sources = array["response"] @ phi - V * array["gate_response"]
neutral_sources = array["response"] @ v - V * array["gate_response"]
check_unit = directions(17, 0.73)
points = np.vstack([c + r * check_unit for c, r in zip(centres, radii)])
potential = (COULOMB * green(points, array["source"], gate_z) @ sources
             + V * points[:, 2] / gate_z)
potential_error = np.max(abs(potential - np.repeat(phi, len(check_unit))))
assert potential_error < 2e-3  # interpolation between surface points
gate_change = -np.sum((sources - neutral_sources)
                      * array["source"][:, 2]) / gate_z
battery_F = 0.5 * Q @ phi - 0.5 * V * gate_change
ground_F = 0.5 * ground @ U @ ground - v @ ground
round_F = 0.5 * rounded @ U @ rounded - v @ rounded
assert abs(battery_F - ground_F) < 1e-3  # conductor discretization

# A coarser conductor mesh must select the same state.
coarse = solve_conductors(centres, radii, gate_z, 64)
mesh_error = np.max(abs(coarse["U"] - U)) / np.max(U)
coarse_x = np.linalg.solve(coarse["U"], coarse["lever"] * V)
coarse_ground = enumerate_states(coarse["U"], coarse_x)[0][0][1]
assert mesh_error < 5e-3
assert np.array_equal(coarse_ground, ground)

# Two equal dots: locate the change of state by bisection.
a, b = U[4, 4], U[4, 5]
pair_U = np.array([[a, b], [b, a]])
low, high = 0.0, 0.499
for _ in range(35):
    middle = (low + high) / 2
    pair_state = enumerate_states(pair_U, np.full(2, middle))[0][0][1]
    if sum(pair_state) == 0:
        low = middle
    else:
        high = middle
threshold = a / (2 * (a + b))
assert abs(high - threshold) < 1e-7
pair_x = np.full(2, 0.47)
pair_energies = [excess(pair_U, pair_x, n) for n in ((0, 0), (1, 0), (1, 1))]
assert pair_energies[1] < min(pair_energies[0], pair_energies[2])

# Thermal occupation from the complete low-energy list.
thermal_window = 0.40
thermal_states, _, _ = enumerate_states(U, x, thermal_window)
thermal_E = np.array([s[0] for s in thermal_states]) - ground_excess
thermal_N = np.array([sum(s[1]) for s in thermal_states])
gap = thermal_E[1]
thermal = {}
for temperature in (77, 300):
    weight = np.exp(-thermal_E * const.e / (const.k * temperature))
    thermal[temperature] = (1 / weight.sum(),
                            weight @ thermal_N / weight.sum())

# Metal level spacing, using a rough free-electron density for gold.
electron_density = 59.0  # nm^-3
fermi = (const.hbar ** 2 * (3 * np.pi ** 2 * electron_density * 1e27)
         ** (2 / 3) / (2 * const.m_e * const.e))
spacing = 4 * fermi / (3 * electron_density * 4 * np.pi * radii ** 3 / 3)
level_U = U + np.diag(spacing / 2)
level_state = enumerate_states(level_U, np.linalg.solve(level_U, v))[0][0][1]

# One electron trapped in the control oxide above the central dot.
trap = centres[4] + np.array([0, 0, radii[4] + 2.0])
trap_potential = -COULOMB * green(array["surface"], trap[None, :], gate_z)[:, 0]
trap_shift = U @ (array["member"].T @ lu_solve(array["factor"], trap_potential))
trap_state = enumerate_states(U, np.linalg.solve(U, v + trap_shift))[0][0][1]

# Peak oxide field at the dot surfaces.
distance = 1e-3 * np.repeat(radii, len(array["unit"]))
outside = (array["surface"]
           + distance[:, None] * np.tile(array["unit"], (len(radii), 1)))
outside_phi = (COULOMB * green(outside, array["source"], gate_z) @ sources
               + V * outside[:, 2] / gate_z)
surface_phi = array["matrix"] @ sources + V * array["surface"][:, 2] / gate_z
peak_field = np.max(abs(outside_phi - surface_phi) / distance) * 10

# Single-channel tunnelling time, an order-of-magnitude estimate.
barrier, mass_ratio = 4.0, 0.4
kappa = np.sqrt(2 * mass_ratio * const.m_e * barrier * const.e) / const.hbar
tunnel_time = (const.h / (U[4, 4] * const.e)
               * np.exp(2 * kappa * tunnel * 1e-9))


def show(values, digits=3):
    return " ".join(f"{value:.{digits}f}" for value in values)


def state_text(n):
    return " / ".join(" ".join(str(int(k)) for k in n[i:i + 3])
                      for i in (0, 3, 6))


print("Dots are numbered row by row, 1 to 9")
print("Radii (nm):", show(radii, 2))
print(f"Pitch, tunnel oxide, gate height (nm): {pitch}, {tunnel}, {gate_z}")
print(f"Relative permittivity: {EPS_R}; Coulomb factor: {COULOMB:.4f} eV nm")
print("Charging matrix U (meV), rows 1 to 9:")
for row in U:
    print(" ", show(1000 * row, 2))
print("Gate lever arms:", show(lever, 4))
print(f"Selected gate voltage: {V:.2f} V")
print("Gate energies v (meV):", show(1000 * v, 2))
print("Continuous minimum x:", show(x, 4))
print("Rounded state:", state_text(rounded))
print("True ground state:", state_text(ground))
print(f"Total electrons x, rounded, true: {x.sum():.3f}, "
      f"{rounded.sum()}, {ground.sum()}")
print(f"F rounded, true (meV): {1000*round_F:.2f}, {1000*ground_F:.2f}")
print(f"Excess above continuous minimum, rounded, true (meV): "
      f"{1000*round_excess:.2f}, {1000*ground_excess:.2f}")
print(f"Rounding penalty: {1000*(round_excess-ground_excess):.2f} meV")
print("Rounded self, coupling parts (meV):", show(1000*np.array(round_parts), 2))
print("True self, coupling parts (meV):", show(1000*np.array(ground_parts), 2))
print("First complete search state:", state_text(first[1]))
print(f"First-state excess: {1000*first[0]:.2f} meV")
print(f"Search nodes; states in guaranteed box: {nodes}; {box_count}")
print(f"Next-state gap: {1000*gap:.2f} meV; state:",
      state_text(thermal_states[1][1]))
print(f"Voltage scan: {voltages[0]:.2f} to {voltages[-1]:.2f} V, "
      f"{len(voltages)} points")
print(f"Scan points where rounding fails: {sum(p > 1e-9 for p in penalties)}")
print(f"Two-dot a, b (meV): {1000*a:.2f}, {1000*b:.2f}")
print(f"Two-dot failure threshold x: {threshold:.5f}")
print("Two-dot excess at x=0.47 for 00, 10, 11 (meV):",
      show(1000*np.array(pair_energies), 2))
print(f"Sphere-plane relative error: {sphere_error:.1e}")
print(f"Mesh change relative to largest U: {mesh_error:.1e}")
print(f"Largest surface-potential error: {1000*potential_error:.3f} mV")
print(f"F from field and battery work: {1000*battery_F:.2f} meV")
for temperature, (probability, mean_number) in thermal.items():
    print(f"At {temperature} K: ground probability {probability:.4f}, "
          f"mean electrons {mean_number:.3f}")
print(f"Thermal list: {len(thermal_states)} states within "
      f"{1000*thermal_window:.0f} meV")
print(f"Rough gold electron density: {electron_density:.0f} nm^-3; "
      f"largest level spacing: {1000*spacing.max():.2f} meV")
print("Ground state with level-filling energy:", state_text(level_state))
print("Trapped electron: 2 nm above top of dot 5")
print("Trap energy shifts v (meV):", show(1000*trap_shift, 2))
print("Ground state with trapped electron:", state_text(trap_state))
print(f"Peak oxide field: {peak_field:.2f} MV/cm (rough breakdown: 10 MV/cm)")
print(f"Rough barrier, mass: {barrier:.1f} eV, {mass_ratio:.1f} electron masses")
print(f"Tunnelling time, order of magnitude: {tunnel_time:.0e} s")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Dots are numbered row by row, 1 to 9
Radii (nm): 2.00 2.10 1.90 1.95 2.05 2.00 2.10 1.90 2.05
Pitch, tunnel oxide, gate height (nm): 6.0, 2.0, 14.0
Relative permittivity: 3.9; Coulomb factor: 0.3692 eV nm
Charging matrix U (meV), rows 1 to 9:
  131.04 20.67 4.30 20.19 9.08 2.77 4.15 2.67 1.17
  20.67 121.62 20.35 9.07 20.05 9.09 2.77 4.10 2.77
  4.30 20.35 139.68 2.71 8.98 20.09 1.16 2.65 4.15
  20.19 9.07 2.71 133.28 19.55 4.08 20.55 8.86 2.67
  9.08 20.05 8.98 19.55 123.51 19.75 9.08 19.40 9.06
  2.77 9.09 20.09 4.08 19.75 129.39 2.71 8.91 20.60
  4.15 2.77 1.16 20.55 9.08 2.71 123.71 20.39 4.10
  2.67 4.10 2.65 8.86 19.40 8.91 20.39 137.69 20.24
  1.17 2.77 4.15 2.67 9.06 20.60 4.10 20.24 127.42
Gate lever arms: 0.2666 0.2691 0.2605 0.2601 0.2619 0.2631 0.2728 0.2572 0.2697
Selected gate voltage: 0.60 V
Gate energies v (meV): 159.93 161.45 156.28 156.06 157.13 157.88 163.69 154.31 161.85
Continuous minimum x: 0.8631 0.7907 0.7786 0.6559 0.5707 0.7079 0.9705 0.6178 0.9216
Rounded state: 1 1 1 / 1 1 1 / 1 1 1
True ground state: 1 1 1 / 1 0 1 / 1 1 1
Total electrons x, rounded, true: 6.877, 9, 8
F rounded, true (meV): -481.99, -501.57
Excess above continuous minimum, rounded, true (meV): 65.27, 45.68
Rounding penalty: 19.59 meV
Rounded self, coupling parts (meV): 42.61 22.66
True self, coupling parts (meV): 51.34 -5.66
First complete search state: 1 1 1 / 1 0 1 / 1 1 1
First-state excess: 45.68 meV
Search nodes; states in guaranteed box: 15; 64
Next-state gap: 17.64 meV; state: 1 1 1 / 1 0 1 / 1 0 1
Voltage scan: 0.05 to 1.20 V, 116 points
Scan points where rounding fails: 61
Two-dot a, b (meV): 123.51, 19.75
Two-dot failure threshold x: 0.43105
Two-dot excess at x=0.47 for 00, 10, 11 (meV): 31.65 26.07 40.24
Sphere-plane relative error: 3.5e-05
Mesh change relative to largest U: 2.6e-04
Largest surface-potential error: 0.042 mV
F from field and battery work: -501.57 meV
At 77 K: ground probability 0.7126, mean electrons 7.886
At 300 K: ground probability 0.0531, mean electrons 7.033
Thermal list: 22518 states within 400 meV
Rough gold electron density: 59 nm^-3; largest level spacing: 4.35 meV
Ground state with level-filling energy: 1 1 1 / 1 0 1 / 1 1 1
Trapped electron: 2 nm above top of dot 5
Trap energy shifts v (meV): -8.31 -15.82 -8.16 -15.19 -47.07 -15.43 -8.41 -15.00 -8.34
Ground state with trapped electron: 1 1 1 / 1 0 1 / 1 1 1
Peak oxide field: 2.20 MV/cm (rough breakdown: 10 MV/cm)
Rough barrier, mass: 4.0 eV, 0.4 electron masses
Tunnelling time, order of magnitude: 6e-03 s
ALL CHECKS PASSED
```
